# Why gold 5s and 6s Koelling-Harmon large components are not orthogonal

**Q.** I solved the scalar-relativistic radial equation for a gold atom and integrated the product of the 5s and 6s functions. The result was small but not zero. The radial operator is Hermitian and the two energies differ, so the functions must be orthogonal. I conclude that my integration is inaccurate.

**A.** Which equation did you solve, and which operator do you mean?

**Q.** The Koelling-Harmon equation for the large component $g(r)$. In Hartree atomic units, with $E$ counted without the rest energy and $V(r)$ a local spherical potential, it reads

$$-\frac{1}{r^2}\frac{d}{dr}\left(\frac{r^2}{2M}\frac{dg}{dr}\right)+\frac{l(l+1)}{2Mr^2}\,g+Vg=Eg,\qquad M=1+\frac{E-V}{2c^2}.$$

The operator on the left is Hermitian with the weight $r^2dr$.

**A.** It is, for a given $M$. But $M$ contains $E$. The 5s function is an eigenfunction of the operator built with $E_{5s}$, and the 6s function of the operator built with $E_{6s}$. The orthogonality theorem concerns two eigenfunctions of one operator, so it says nothing about your pair.

**Q.** Perhaps that energy dependence is an artefact of the scalar approximation. Would the Dirac equation give orthogonal large components?

**A.** We can see by deriving your equation from it. For the large and small radial functions $g$ and $f$, with $\kappa=-l-1$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, the radial Dirac equations are

$$2Mc\,f=g'+\frac{\kappa+1}{r}g,\qquad -cf'+\frac{c(\kappa-1)}{r}f+(V-E)g=0.$$

Write $N=1/(2M)$. The first equation gives $cf=N[g'+(\kappa+1)g/r]$, whose derivative is

$$cf'=(Ng')'+(\kappa+1)\left[\frac{N'g}{r}+\frac{Ng'}{r}-\frac{Ng}{r^2}\right].$$

Put both into the second equation. The terms in $Ng'/r$ have the coefficient $-(\kappa+1)+(\kappa-1)=-2$. Those in $Ng/r^2$ have $(\kappa+1)+(\kappa^2-1)=\kappa(\kappa+1)$, which equals $l(l+1)$ for both values of $\kappa$. Since $(Ng')'+2Ng'/r=(r^2Ng')'/r^2$, the result is

$$-\frac{1}{r^2}(r^2Ng')'+\frac{l(l+1)N}{r^2}g-\frac{(\kappa+1)N'}{r}g+(V-E)g=0.$$

From $M'=-V'/(2c^2)$ we have $N'=-M'/(2M^2)=V'/(4M^2c^2)$, so the third term is the spin-orbit term. Dropping it leaves your equation. For an s state $\kappa=-1$ and the term is zero anyway. Your 5s and 6s equations are therefore the Dirac equations for these states in the potential $V$, with the small component eliminated. The energy dependence comes from that elimination, not from the scalar approximation.

**Q.** Then what is the overlap, if it is not zero?

**A.** Repeat the orthogonality proof and keep what no longer cancels. Let $g_1,g_2$ be bound solutions with the same $l$, in the same $V$, with energies $E_1\ne E_2$. Multiply the equation for $g_1$ by $r^2g_2$ and integrate, moving one derivative by parts:

$$\int_0^\infty N_1\left[r^2g_1'g_2'+l(l+1)g_1g_2\right]dr+\int_0^\infty(V-E_1)g_1g_2r^2dr=\left[r^2N_1g_1'g_2\right]_0^\infty .$$

At large $r$ the boundary term vanishes because bound functions decay exponentially. At the origin a point nucleus of charge $Z$ needs some care, because there $M\approx Z/(2c^2r)$ and $N\approx c^2r/Z$. Inserting $g\sim r^s$ and keeping the leading power gives

$$s(s+2)=l(l+1)-\frac{Z^2}{c^2},\qquad s+1=\gamma=\sqrt{l(l+1)+1-\frac{Z^2}{c^2}},$$

where the positive root is the regular solution. The boundary term then behaves as $r^2\cdot r\cdot r^{s-1}\cdot r^s=r^{2\gamma}$, which goes to zero for $Z<c$.

Now subtract the same relation with the labels 1 and 2 exchanged. The terms with $V$ cancel, and

$$(E_1-E_2)\int_0^\infty g_1g_2r^2dr=\int_0^\infty(N_1-N_2)\left[r^2g_1'g_2'+l(l+1)g_1g_2\right]dr.$$

With a common $M$ the right side would be zero, and that would be your theorem. Here it is not zero in general.

**Q.** But $M_1$ and $M_2$ are nearly equal. They differ by $(E_1-E_2)/(2c^2)$, which is tiny for valence and outer core states. Surely the right side is negligible.

**A.** The right side is small, but you still have to divide it by $E_1-E_2$. The difference of the two inverse masses is

$$N_1-N_2=\frac{M_2-M_1}{2M_1M_2}=-\frac{E_1-E_2}{4c^2M_1M_2}.$$

The energy difference appears on both sides and cancels:

$$\int_0^\infty g_1g_2r^2dr=-\int_0^\infty\frac{1}{4c^2M_1M_2}\left[g_1'g_2'+\frac{l(l+1)}{r^2}g_1g_2\right]r^2dr.$$

No factor $E_1-E_2$ is left to make the overlap small. What makes it small is the factor $1/c^2$. The integral on the right can vanish by accident for a particular pair and potential, but nothing requires it to.

**Q.** The right side looks like another overlap.

**A.** It is the overlap of the lower components. Define

$$\phi=\frac{g'}{2Mc},\qquad \chi=\frac{\sqrt{l(l+1)}}{2Mcr}\,g.$$

Then the last equation says

$$\int_0^\infty(g_1g_2+\phi_1\phi_2+\chi_1\chi_2)\,r^2dr=0.$$

So there is an orthogonality theorem, but it belongs to the three functions together. One can also see this without the subtraction. Multiply the definitions by $2Mc^2=2c^2+E-V$, and write your equation in terms of $\phi$ and $\chi$:

$$\begin{aligned}
Vg-\frac{c}{r^2}(r^2\phi)'+\frac{c\sqrt{l(l+1)}}{r}\chi&=Eg,\\
cg'+(V-2c^2)\phi&=E\phi,\\
\frac{c\sqrt{l(l+1)}}{r}g+(V-2c^2)\chi&=E\chi.
\end{aligned}$$

Here $E$ stands only on the right, and the operator on the left does not depend on it. That operator is Hermitian: integration by parts turns the derivative of $\phi$ in the first line into the derivative of $g$ in the second, and the two $\chi$ couplings are equal. The ordinary theorem applies to $(g,\phi,\chi)$. Your integral contained one part of the scalar product.

**Q.** Can I estimate that part without calculating the overlap itself?

**A.** You can bound it. Normalize each state by $\int(g^2+\phi^2+\chi^2)r^2dr=1$ and call $w=\int(\phi^2+\chi^2)r^2dr$ its lower weight. The Cauchy-Schwarz inequality for the lower parts gives

$$|S|\le\sqrt{w_1w_2},\qquad S=\int_0^\infty g_1g_2r^2dr.$$

How close $|S|$ comes to the bound depends on how similar in shape the two lower parts are.

**Q.** Let us have the number for gold, then. What are the 5s and 6s energies and their overlap?

**A.** The potential has to be specified first. I take the neutral atom in the configuration $5d^{10}6s^1$, with a spherical, spin-restricted density that includes the lower components. The functional is the local density approximation with Slater exchange and VWN correlation, and the nucleus is a point charge. The Koelling-Harmon equation is integrated by a fourth-order Runge-Kutta method on a logarithmic grid of 3601 points from $10^{-6}$ to 50 bohr, and the potential is iterated to self-consistency. This level leaves out spin-orbit coupling in the shells with $l>0$, spin polarization, nuclear size, the Breit interaction, radiative corrections and relativistic corrections to the functional. The digits below belong to this model: giving the nucleus its finite size alone reduces the magnitudes of the two energies and of the overlap by about 0.1%. The orbital energies are

$$E_{5s}=-3.994\ \text{hartree}\ (-108.7\ \text{eV}),\qquad E_{6s}=-0.2234\ \text{hartree}\ (-6.08\ \text{eV}).$$

The lower weights, with $g'$ taken from a cubic spline through $g$, are $w_{5s}=5.915\times10^{-4}$ and $w_{6s}=5.998\times10^{-5}$. The bound is therefore

$$\sqrt{5.915\times10^{-4}\times5.998\times10^{-5}}=1.884\times10^{-4}.$$

An overlap also needs a phase convention, and I choose both $g$ positive near the nucleus. Direct integration of the large components then gives

$$S=-1.775\times10^{-4}.$$

The integral of $\phi_{5s}\phi_{6s}r^2$ is $+1.775\times10^{-4}$, and it cancels $S$ as the theorem demands. For s states $\chi=0$, so nothing else contributes.

If you normalize the large components alone to one, divide $S$ by $\sqrt{(1-w_{5s})(1-w_{6s})}$. This raises its magnitude by about half the sum of the weights, a relative change of $3.3\times10^{-4}$, and to four digits the overlap becomes $-1.776\times10^{-4}$.

**Q.** The magnitude is 94% of the bound. I suppose both lower components sit close to the nucleus, where the two states look alike.

**A.** The ratio $1.775/1.884=0.94$ does show that the two lower components are similar in shape, in the sense of the scalar product. Your picture of where they sit is only partly right. The running integral of $\phi_{5s}\phi_{6s}r^2$, as a share of its final value, is

- 9% inside 0.01 bohr,
- 48% inside 0.1 bohr,
- 69% inside 0.3 bohr,
- 92% inside 1 bohr.

About half of the net integral is thus collected outside 0.1 bohr. The region next to the nucleus matters, but it does not account for the whole overlap.

**Q.** I am still uneasy. The integral of $|g_{5s}g_{6s}|r^2$ must be far larger than $10^{-4}$. A slightly incomplete cancellation between positive and negative regions would produce the same kind of number.

**A.** That integral is 0.31, so the cancellation is indeed strong, and the suspicion is reasonable. The way to separate the two explanations is to remove the energy from $M$ and leave everything else as it was. Setting $E=0$ inside $M$ gives the scalar ZORA equation, with

$$M=1-\frac{V}{2c^2}$$

for every state. Now $N_1=N_2$, and the subtraction above gives $(E_1-E_2)S=0$. With the same gold potential, grid and integration method, the ZORA energies are $-3.996$ and $-0.2234$ hartree, very close to the previous ones. The calculated 5s-6s overlap is $3\times10^{-11}$. The cancellation between positive and negative regions is just as delicate there, and the numerical method handles it. The value $-1.8\times10^{-4}$ comes from the energy in $M$.

**Q.** So nonorthogonal large components are not a general mark of scalar relativity.

**A.** No. Here they arise because the equation for $g$ alone has an operator that changes with the energy. If a scheme has one energy-independent Hermitian Hamiltonian for all states and the usual scalar product, its eigenfunctions with different energies are orthogonal, whether or not it is relativistic. If the eigenfunctions have several components, as $(g,\phi,\chi)$ do, this holds for all components together and not for the large one alone. Your original argument is correct for such a scheme.

The identity for $S$ has its own conditions: both states must belong to the same local potential and the same $l$. If the potentials differ by more than a constant, the terms with $V$ no longer cancel in the subtraction, and in general a further contribution appears. The quality of the potential is another matter. A better functional would change the value of $S$, but the identity holds for any common $V$ for which the boundary terms vanish.

**Q.** In the nonrelativistic limit my theorem should return.

**A.** It does. For fixed $V$ and growing $c$, $M$ tends to one at every fixed $r>0$, and to leading order

$$S\approx-\frac{1}{4c^2}\int_0^\infty\left[g_1'g_2'+\frac{l(l+1)}{r^2}g_1g_2\right]r^2dr,$$

with nonrelativistic functions on the right. Doubling $c$ should then divide the overlap by four. In the gold potential, solving again with four and eight times the physical $c$ gives $-8.09\times10^{-6}$ and $-1.99\times10^{-6}$, a ratio of 4.06. Between the physical $c$ and $4c$, however, the overlap falls by a factor $177.5/8.09=21.9$ instead of 16. For gold at the physical speed of light the leading order gives the right scale, but not an accurate value.

**Q.** For p states I would have kept $g$ and $\phi$ and forgotten $\chi$. Does that matter?

**A.** Yes. For 4p and 5p in the same atom, again with full norm one and both $g$ positive near the nucleus, the three integrals are

$$\int g_1g_2r^2dr=-8.448\times10^{-4},$$

$$\int\phi_1\phi_2r^2dr=5.680\times10^{-4},\qquad \int\chi_1\chi_2r^2dr=2.769\times10^{-4}.$$

The two lower integrals add up to $8.449\times10^{-4}$, which cancels the first within the rounding. Without $\chi$, a remainder of $-2.77\times10^{-4}$ would be left, about one third of the large-component overlap. The function $\chi$ carries the angular part of the gradient of the orbital, and for $l>0$ that part is not optional.

**Q.** Suppose I orthogonalize the 6s large component to 5s anyway. The overlap is so small that it can hardly do harm.

**A.** It depends on what you calculate. With both large components normalized to one and $S=-1.776\times10^{-4}$, you would replace $g_{6s}$ by $g_{6s}-Sg_{5s}$. The squared norm of the new function is $1-2S^2+S^2=1-S^2$, so restoring the norm changes it by a relative amount of about $S^2/2=1.6\times10^{-8}$. That is negligible. The relative change at a given point is $-Sg_{5s}/g_{6s}$, which is of first order in $S$. At $r=10^{-6}$ bohr the ratio $g_{5s}/g_{6s}$ is 3.46, and the 6s function rises by

$$1.776\times10^{-4}\times3.46=6.1\times10^{-4}$$

of its value. Its square $g^2$ rises by about twice that, 0.12%. At a point nucleus $\phi/g\to(\gamma-1)c/Z=-0.317$, so if the unchanged $\phi^2$ is counted as well, the density $g^2+\phi^2$ rises by $0.12\%/1.10=0.11\%$. For a quantity that depends on the density at the nucleus, this is an error introduced by a repair that was not needed.

The new function also no longer solves the 6s equation, since a piece of 5s has been mixed in. If your method needs orthogonal one-component orbitals, take them from an energy-independent Hamiltonian. If you stay with Koelling-Harmon functions, keep the lower components in the scalar product.

**Q.** Then my integration was right, and I had applied the theorem to the wrong object.

**A.** If your potential was close to this one and your value close to $1.8\times10^{-4}$ in magnitude, yes. A much larger value would still need an explanation, and the bound $\sqrt{w_1w_2}$ tells you when to look for one.
